# Critical radius and barrier of a circular monolayer island on an oxide

## 1. What dimensions allow

A monolayer island on a flat oxide has an edge that costs free energy and an area that gains it. Let $\beta>0$ be the edge free energy per length, and let $g$ be the free energy gained per area when the source material becomes part of the layer. If nothing else sets a scale, a critical radius $r^*$ and a barrier $\Delta G^*$ can depend only on these two quantities. Their dimensions are

$$[\beta]=\frac{\text{energy}}{\text{length}},\qquad [g]=\frac{\text{energy}}{\text{length}^2}.$$

A product $\beta^a g^b$ has dimension energy$^{a+b}$ length$^{-a-2b}$. For a length we need $a+b=0$ and $-a-2b=1$, so $b=-1$ and $a=1$. For an energy we need $a+b=1$ and $a+2b=0$, so $b=-1$ and $a=2$. Therefore

$$r^*=c_1\,\frac{\beta}{g},\qquad \Delta G^*=c_2\,\frac{\beta^2}{g},$$

with pure numbers $c_1$ and $c_2$ that depend on the shape. Doubling the edge energy doubles the critical radius and quadruples the barrier; doubling the driving force halves both. What remains is to find the two numbers for a circle, and to find what $g$ contains when the layer lies on an oxide.

## 2. The simplest case: a layer without adhesion

Suppose first that the oxide merely carries the layer and does not bind it. The source is held at fixed temperature $T$ and has chemical potential $\mu_s$ per formula unit. It is large enough not to be depleted. An infinite free-standing layer has free energy $\mu_{2D}$ per unit, and the layer contains $\rho$ units per area.

An island of area $A$ and edge length $L$ takes $N=\rho A$ units from the source. The source loses $N\mu_s$; the island has $N\mu_{2D}+\beta L$. The change is

$$\Delta G=N\mu_{2D}+\beta L-N\mu_s=\beta L-\rho(\mu_s-\mu_{2D})A .$$

The driving force in this case is $g_0=\rho(\mu_s-\mu_{2D})$, positive when a unit is better off in the layer than in the source.

Take $\beta$ to be independent of direction and curvature, and neglect elastic strain. For a circle $L=2\pi r$ and $A=\pi r^2$, so

$$\Delta G(r)=2\pi r\beta-\pi r^2 g, \tag{1}$$

with $g=g_0$ for now. The derivative is

$$\frac{d\Delta G}{dr}=2\pi\beta-2\pi r g=2\pi(\beta-gr).$$

For $g>0$ it vanishes at one radius,

$$\boxed{r^*=\frac{\beta}{g}}$$

The second derivative, $-2\pi g$, is negative, so this is a maximum. Inserting $r^*$ in (1) gives

$$\Delta G^*=2\pi\frac{\beta}{g}\beta-\pi\frac{\beta^2}{g^2}g=\frac{2\pi\beta^2}{g}-\frac{\pi\beta^2}{g},$$

$$\boxed{\Delta G^*=\frac{\pi\beta^2}{g}}$$

Thus $c_1=1$ and $c_2=\pi$. At the critical radius the area gain has repaid half of the edge cost.

Equation (1) can also be written around its maximum. Since $\beta=gr^*$,

$$\Delta G=\pi g(2rr^*-r^2)=\pi g\left[r^{*2}-(r-r^*)^2\right]=\Delta G^*-\pi g(r-r^*)^2. \tag{2}$$

The curve is a parabola in $r$, symmetric about $r^*$, and it returns to zero at $2r^*$. An island between $r^*$ and $2r^*$ still has positive formation free energy, yet it lowers its free energy by growing. The sign of the slope, not the sign of $\Delta G$, decides the direction of growth.

**Limit of a straight edge.** Because $dA=2\pi r\,dr$, the change per added area is

$$\frac{d\Delta G}{dA}=\frac{2\pi(\beta-gr)}{2\pi r}=\frac{\beta}{r}-g. \tag{3}$$

As $r\to\infty$ this becomes $-g$. That is right: when a straight edge advances, its length does not change, so new area costs no new edge. The term $\beta/r$ is the price of curvature, and at $r^*$ it balances the driving force.

**Limit of vanishing drive.** As $g\to0$ from above, both $r^*$ and $\Delta G^*$ diverge. At $g=0$, equation (1) leaves $2\pi r\beta$, which rises without limit. For $g<0$ the area term is a cost as well. There is no critical radius in either case.

## 3. Adding the oxide

Now let the layer bind to the oxide. Define the adhesion free energy $w$ per area as the free energy released when a free-standing layer is laid on the bare oxide, positive for binding. The island gains $wA$, so

$$\Delta G=\beta L-\rho(\mu_s-\mu_{2D})A-wA=\beta L-gA,$$

$$g=\rho(\mu_s-\mu_{2D})+w. \tag{4}$$

The form $\beta L-gA$ is unchanged, so every result of the previous section holds with this $g$. Adhesion is now inside $g$ and must not be subtracted again elsewhere. The reference state matters too. If growth gas covers the oxide and must be displaced, $w$ has to be the net gain after paying for that displacement.

Setting $w=0$ recovers the first case. A second limit is $\mu_s=\mu_{2D}$, where the source has no preference for a free-standing layer. Then $g=w$, and a binding oxide alone supplies the driving force. More generally, growth requires $\mu_s-\mu_{2D}>-w/\rho$. A monolayer can therefore be favoured on the oxide although the same layer would not be favoured without it.

**Numbers.** I take round model parameters that stand for no particular material:

- $\beta=1.2$ eV/nm
- $\rho=10$ nm$^{-2}$
- $\mu_s-\mu_{2D}=0.10$ eV
- $w=0.5$ eV/nm$^2$
- $T=1000$ K, hence $k_BT=0.0862$ eV

Equation (4) gives

$$g=10\times0.10+0.5=1.5\ \text{eV/nm}^2 .$$

The critical radius and barrier are

$$r^*=\frac{1.2}{1.5}=0.80\ \text{nm},\qquad \Delta G^*=\frac{\pi(1.2)^2}{1.5}=3.02\ \text{eV}.$$

The barrier is $4.83\times10^{-19}$ J, or $35.0\,k_BT$. At $r^*$ the edge costs 6.03 eV and the area returns 3.02 eV. At half the critical radius and at one and a half times it, $\Delta G$ has the same value, 2.26 eV, as the symmetry of (2) requires. At 1.60 nm it is zero, and at 2.00 nm it is $-3.77$ eV.

Without adhesion, and with everything else fixed, $g=1.0$ eV/nm$^2$. Then $r^*=1.2$ nm and $\Delta G^*=4.52$ eV, or $52.5\,k_BT$. Adhesion lowers the barrier by a third, and the Boltzmann factor $\exp(-\Delta G^*/k_BT)$ rises by

$$e^{52.5-35.0}\approx4\times10^{7}.$$

This is a ratio of equilibrium weights. A ratio of nucleation rates would also need the kinetic prefactors. The comparison further assumes that the oxide leaves $\beta$ unchanged, which need not hold if edge atoms bond to it.

The same exponential makes the input values critical. From $\ln\Delta G^*=\ln\pi+2\ln\beta-\ln g$, small changes obey

$$\frac{\delta\Delta G^*}{\Delta G^*}=2\frac{\delta\beta}{\beta}-\frac{\delta g}{g}.$$

To first order, a 10% error in $\beta$ shifts this barrier by 20%, which is about $7\,k_BT$.

## 4. From a radius to a number of units

The critical island contains

$$n^*=\rho\pi r^{*2}=10\,\pi\,(0.80)^2=20.1$$

units. I take growth and decay to be sequences of random single steps. The slope of $\Delta G$ gives the preferred direction, but what is the chance that an island of $n$ units actually grows large?

From $n=\rho\pi r^2$ we have $r/r^*=\sqrt{n/n^*}$. Equation (2), with $\pi g r^{*2}=\Delta G^*$, becomes

$$G_n=\Delta G^*\left[1-\left(\sqrt{n/n^*}-1\right)^2\right]. \tag{5}$$

Let units attach at rate $a_n$ and detach at rate $d_n$. I assume that the island stays compact and that $a_n\propto\sqrt n$, in proportion to its edge length. Detailed balance between sizes $n-1$ and $n$ requires

$$a_{n-1}e^{-G_{n-1}/k_BT}=d_n e^{-G_n/k_BT}. \tag{6}$$

Let $P_n$ be the probability of reaching a large size $M$ before shrinking to one unit, so $P_1=0$ and $P_M=1$. The next step is an attachment with probability $a_n/(a_n+d_n)$ and otherwise a detachment. Hence

$$(a_n+d_n)P_n=a_nP_{n+1}+d_nP_{n-1},$$

or, after rearrangement,

$$a_n(P_{n+1}-P_n)=d_n(P_n-P_{n-1}).$$

Multiply by $e^{-G_n/k_BT}$ and use (6) on the right:

$$a_ne^{-G_n/k_BT}(P_{n+1}-P_n)=a_{n-1}e^{-G_{n-1}/k_BT}(P_n-P_{n-1}).$$

The two sides are the same expression at neighbouring sizes, so it is independent of $n$. Each difference $P_{n+1}-P_n$ is thus proportional to $e^{G_n/k_BT}/a_n$. Summing the differences and using the two end values gives

$$P_n=\frac{\sum_{k=1}^{n-1}e^{G_k/k_BT}/a_k}{\sum_{k=1}^{M-1}e^{G_k/k_BT}/a_k}. \tag{7}$$

For $M=150$ and the example with adhesion, numerical solution of the linear equations for $P_n$ gives $4\times10^{-6}$ from 5 units, 0.449 from 20 units and 0.99998 from 45 units. These starting sizes correspond to about $0.5r^*$, $r^*$ and $1.5r^*$. The critical radius therefore separates likely decay from likely growth, with an uncertain range of sizes around it.

**Limit of a high barrier and many units.** If the top of the barrier spans many sizes, the sums in (7) can be replaced by integrals. Put $s=\sqrt{k/n^*}$. Then $dk/\sqrt k=2\sqrt{n^*}\,ds$, and by (5) the integrand is proportional to

$$\exp\left[-\frac{\Delta G^*}{k_BT}(s-1)^2\right].$$

This is symmetric about $s=1$. For a high barrier the distant end points contribute little, and an island at $r^*$ has probability one half.

Why, then, does the chain give 0.449 at 20 units? The sum in the numerator stops at $k=19$. In the midpoint approximation it represents an integral up to 19.5, somewhat below $n^*=20.11$. The Gaussian integral gives

$$P\approx\frac12\left[1+\operatorname{erf}\left(\sqrt{35.0}\left(\sqrt{\frac{19.5}{20.11}}-1\right)\right)\right]\approx0.449 .$$

The departure from one half is thus an effect of the finite step between sizes, and it shrinks as $n^*$ grows. Its size and sign depend on the assumed rates: here detachment carries the whole free-energy step, whereas rates that obey detailed balance but share the step equally between attachment and detachment give about 0.49 from 20 units.

## 5. Letting the circle deform

So far only the size has varied. Is the critical circle also a maximum against changes of shape? Consider the outline

$$r(\theta)=r^*+u\cos m\theta,\qquad m=1,2,3,\ldots,$$

with $u\ll r^*$. Its length is $L=\int_0^{2\pi}\sqrt{r^2+r'^2}\,d\theta$, where $r'=-mu\sin m\theta$. To second order in $u$,

$$\sqrt{r^2+r'^2}\approx r+\frac{r'^2}{2r}\approx r^*+u\cos m\theta+\frac{m^2u^2\sin^2m\theta}{2r^*}.$$

The cosine integrates to zero and the squared sine to $\pi$, so

$$L\approx2\pi r^*+\frac{\pi m^2u^2}{2r^*}.$$

For the area,

$$A=\frac12\int_0^{2\pi}r^2d\theta=\pi r^{*2}+\frac{\pi u^2}{2}.$$

The linear term again vanishes. The change in $\beta L-gA$ is therefore

$$\delta\Delta G=\frac{\pi\beta m^2u^2}{2r^*}-\frac{\pi gu^2}{2}=\frac{\pi g}{2}(m^2-1)u^2, \tag{8}$$

where $\beta/r^*=g$ was used. A uniform change of radius ($m=0$) needs separate treatment, because $\cos^2 0$ integrates to $2\pi$ rather than $\pi$. Equation (2) gives $\delta\Delta G=-\pi gu^2$ directly.

The second derivatives with respect to $u$ are $-2\pi g$ for $m=0$ and $\pi g(m^2-1)$ otherwise. In the example they are $-9.4$, $0$, $14.1$ and $37.7$ eV/nm$^2$ for $m=0,1,2,3$. The critical circle is a saddle: downhill in size, uphill in distortion.

**Limit of a pure shift.** The zero at $m=1$ is required by symmetry. To first order in $u$, the outline $r^*+u\cos\theta$ is a circle moved sideways by $u$, and on a uniform oxide a move costs nothing. The outlines differ at order $u^2$, but the free energy is stationary at $r^*$, so that difference does not enter at second order. On a real oxide, steps and defects remove this freedom and can provide sites with lower barriers than the uniform surface.

## 6. When the edge energy depends on direction

A crystal edge generally has an energy $\beta(\phi)$ that depends on the direction $\phi$ of its normal. A circle contains all normals equally, and its edge cost is

$$\int_0^{2\pi}\beta(\phi)\,r\,d\phi=2\pi r\bar\beta,$$

with $\bar\beta$ the average over directions. For a prescribed circle, the formulas for $r^*$ and $\Delta G^*$ hold with $\beta$ replaced by $\bar\beta$. The shape result (8) does not carry over, because it was derived for a constant $\beta$. The island, however, need not choose a circle.

A triangular lattice with nearest-neighbour bonds makes this concrete. Let the bond energy and the spacing be 1, so that $\rho=2/\sqrt3$, and omit thermal disorder. Consider a straight cut with unit normal $\hat{\mathbf n}$. It severs $\frac{\rho}{2}\sum_{\mathbf R}|\mathbf R\cdot\hat{\mathbf n}|$ bonds per length, where $\mathbf R$ runs over the six neighbour vectors and the factor $\frac12$ avoids counting each bond twice. The cut makes two edges, which share the cost:

$$\beta(\hat{\mathbf n})=\frac{\rho}{4}\sum_{\mathbf R}|\mathbf R\cdot\hat{\mathbf n}|.$$

For a close-packed edge, two neighbour vectors lie along the edge and the other four have normal component $\sqrt3/2$. Hence $\beta=(\rho/4)\,2\sqrt3=1$. The average of $|\cos|$ over directions is $2/\pi$, so

$$\bar\beta=\frac{\rho}{4}\cdot6\cdot\frac{2}{\pi}=\frac{2\sqrt3}{\pi}=1.103 .$$

Now choose $\mu_s-\mu_{2D}=0.06$ and $w=0.04$ in these units. Equation (4) gives $g=0.1093$, and the circular formulas predict $r^*=10.09$ and $\Delta G^*=34.95$.

These values can be compared with a direct count of units and bonds inside discs. The energy was averaged over 576 disc centres in a lattice cell, for radii from 6 to 14, and a parabola was fitted to the averages. Its maximum lies at radius 10.10 with height 34.93. The count contains no edge energy as an input, so in this model the division into edge and area terms describes the average over centres well at such sizes. Individual discs of radius near 10 scatter about that average by roughly one bond energy.

For a hexagon bounded by close-packed edges, let $h$ be the distance from centre to side. Each side has length $2h/\sqrt3$, so $L=4\sqrt3\,h$ and $A=\frac12Lh=2\sqrt3\,h^2$. Then

$$\Delta G=4\sqrt3\,\beta h-2\sqrt3\,gh^2 .$$

The derivative vanishes at $h^*=\beta/g$, and the barrier is

$$\Delta G^*_{\rm hex}=2\sqrt3\,\frac{\beta^2}{g}.$$

The dimensional form has survived, with $c_2=2\sqrt3$ in place of $\pi$. For equal, direction-independent $\beta$ the hexagon would be costlier than the circle. Here its edges have $\beta=1$ while the circle pays $\bar\beta=2\sqrt3/\pi$, so

$$\frac{\Delta G^*_{\rm hex}}{\Delta G^*_{\rm circle}}=\frac{2\sqrt3}{\pi(2\sqrt3/\pi)^2}=\frac{\pi}{2\sqrt3}=0.907 .$$

Counting bonds in complete hexagons of increasing size gives a highest energy of 31.67, which is 0.907 of the counted disc value. Complete hexagons are not the whole path, however: an island that grows unit by unit must pass through incomplete shells. The largest number of bonds among $n$ units of this lattice is $\lfloor 3n-\sqrt{12n-3}\rfloor$, so the lowest energy at size $n$ is $\lceil\sqrt{12n-3}\,\rceil-ng/\rho$, and filling the shells in a spiral attains it. Its highest value is $65-342\times0.0946=32.6$ at $n=342$, which is 0.93 of the circular value. In this lattice model the circular formula therefore overestimates the barrier by about 7%, somewhat less than the tenth suggested by the ideal hexagon.

## 7. Where the continuum description ends

The number of units in the critical island is

$$n^*=\frac{\pi\rho\beta^2}{g^2}.$$

It falls as the inverse square of the driving force. When it reaches a few units, an edge length and an area no longer describe the island, and the energies of individual clusters are needed. The example, with about 20 units, is close enough to this regime that its barrier should be read as a model estimate. The lattice comparison does not remove this caution, since its critical disc is much larger, about ten spacings in radius, and its bonds do not change near an edge. In a real layer, edge atoms can relax, change their composition or bind to the oxide. A constant $\beta$ includes such effects only insofar as they add the same free energy to each length of edge.

All numerical values are calculated from the stated model.
